\section*{Excess Current of a Barrier-Free Normal-Superconductor Contact}

\section{The offset in the current-voltage curve}

When a clean contact between a normal conductor N and a superconductor S is biased far above the gap, its current-voltage curve runs nearly parallel to the ohmic line $V/R$ but lies above it. The offset remains although the electrons at the top of the bias window hardly notice the gap. It is used to judge contact quality and to estimate the gap, so its numerical factor and the conditions behind it matter. For a ballistic contact without a barrier, at zero temperature,
\begin{equation}
I=\frac VR+\frac{4\Delta}{3eR}-\frac{\Delta^2}{4e^2RV}+\dots ,\qquad eV\gg\Delta .
\label{result}
\end{equation}
Here $\Delta$ is the gap energy and $R$ the resistance of the same contact with S in its normal state. Excess current means $I-V/R$ at the same $V$; its high-bias limit is $I_{\rm exc}=4\Delta/(3eR)$.

The model has a pair potential that steps from zero to $\Delta$ at $x=0$, equal masses and Fermi velocities on both sides, and reservoirs in equilibrium. The whole voltage drops at the contact. Both $\Delta$ and $eV$ are small compared with the longitudinal kinetic energy $\mu$ of each mode (the Andreev limit). We take $e>0$ and $V>0$, let the bias raise the electron energies in N by $eV$, and count current as positive along the electron flow from N to S. Energies $E$ are measured from the chemical potential of S.

\section{Normal resistance}

In a mode of length $L$ with periodic boundary conditions, an interval $dk$ holds $L\,dk/2\pi$ states per spin. Each carries a current $ev/L$, with $v=\hbar^{-1}dE/dk$. The length and the velocity cancel:
\begin{equation}
dI=2\,\frac{L\,dk}{2\pi}\,\frac{e}{L}\,\frac1\hbar\frac{dE}{dk}=\frac{2e}{h}\,dE ,
\end{equation}
where the factor 2 is for spin. With $N$ open modes, full transmission and a window $eV$, the current is $2e^2NV/h$, so
\begin{equation}
R=\frac{h}{2e^2N},\qquad \frac{2eN}{h}=\frac1{eR}.
\label{R}
\end{equation}

\section{Andreev probability}

The electron amplitude $u$ and hole amplitude $v$ obey the Bogoliubov-de Gennes equations. For a plane wave $e^{iqx}$ with $\xi=\hbar^2q^2/2m-\mu$ they read
\begin{equation}
\xi u+\Delta v=Eu,\qquad \Delta u-\xi v=Ev .
\end{equation}
A nonzero solution needs $E^2=\xi^2+\Delta^2$, hence $\xi=\pm s$ with $s=\sqrt{E^2-\Delta^2}$. The first equation gives $v/u=(E-\xi)/\Delta$. Define
\begin{equation}
\gamma=\frac{E-s}{\Delta}.
\end{equation}
For $\xi=s$ the spinor $(u,v)$ is $(1,\gamma)$. For $\xi=-s$ the ratio is $(E+s)/\Delta=1/\gamma$, because $(E-s)(E+s)=\Delta^2$, and the spinor is $(\gamma,1)$.

The group velocity is $\hbar^{-1}dE/dq=(\xi/E)\hbar q/m$. It is opposite to $q$ on the branch $\xi=-s$, so a wave leaving the interface into S on that branch is $e^{-iq_-x}$, where $\hbar q_\pm=\sqrt{2m(\mu\pm s)}$. Below the gap we set $s=i\sqrt{\Delta^2-E^2}$; then $e^{iq_+x}$ and $e^{-iq_-x}$ both decay into S. In N the electron and hole wave numbers are $\hbar k_{e,h}=\sqrt{2m(\mu\pm E)}$, and a hole moving away to the left has the factor $e^{+ik_hx}$, again because its velocity is opposite to its wave number.

An electron of unit amplitude arrives from N. Let $b$ be the amplitude of the reflected electron, $a$ that of the reflected hole, and $c,d$ those of the two waves in S. Continuity of both components and of their slopes at $x=0$ gives
\begin{align}
1+b&=c+\gamma d, & a&=\gamma c+d,\label{value}\\
k_e(1-b)&=q_+c-q_-\gamma d, & k_ha&=q_+\gamma c-q_-d.\label{slope}
\end{align}
In the Andreev limit all four wave numbers tend to the same $k_F$, and (\ref{slope}) becomes $1-b=c-\gamma d$ and $a=\gamma c-d$. Comparing the two expressions for $a$ gives $d=0$. Then $1+b=c=1-b$, so
\begin{equation}
b=0,\qquad c=1,\qquad a=\gamma .
\end{equation}
No electron is reflected as an electron. Since $k_h/k_e\to1$, the probability of return as a hole is $A=|\gamma|^2$:
\begin{equation}
A(E)=\begin{cases}
\dfrac{E^2+(\Delta^2-E^2)}{\Delta^2}=1, & 0<E<\Delta,\\[2mm]
\dfrac{(E-s)^2}{\Delta^2}=\dfrac{\Delta^2}{(E+s)^2}, & E>\Delta .
\end{cases}
\label{A}
\end{equation}
Far above the gap $s\to E$ and $A\to\Delta^2/4E^2$. This tail is integrable, which is why the excess current saturates.

As a test, the four matching equations were solved numerically with the full parabolic dispersion at $\mu=10^{10}\Delta$. At seven energies between $0.05\Delta$ and $10\Delta$ the result agrees with (\ref{A}) to within $10^{-7}$. For example, $A=0.146$ at $E=1.5\Delta$ and $0.0025$ at $10\Delta$.

\section{Integration}

An incoming electron brings charge $e$ across the contact. If it returns as an electron, with probability $B$, that charge is taken back. If a hole returns, the departing charge is $-e$, which adds another $e$ to the transfer. The mean transfer is therefore $e(1+A-B)$. At $T=0$ the electrons arriving from N fill $0<E<eV$; no holes arrive, since all states of N below $E=0$ are full, and S sends no excitations. With (\ref{R}) and $B=0$,
\begin{equation}
I=\frac1{eR}\int_0^{eV}(1+A)\,dE,\qquad
I-\frac VR=\frac1{eR}\int_0^{eV}A\,dE .
\label{current}
\end{equation}
For $eV\le\Delta$, $A=1$ throughout the window, so $I=2V/R$: the conductance is doubled and the excess current equals $V/R$.

For larger bias the energies below the gap contribute $\Delta$ to the last integral. Above the gap put $E=\Delta\cosh\theta$. Then $s=\Delta\sinh\theta$, $E-s=\Delta e^{-\theta}$, $A=e^{-2\theta}$ and $dE=\Delta\sinh\theta\,d\theta$. With $eV=\Delta\cosh\Theta$,
\begin{align}
\int_\Delta^{eV}A\,dE
&=\Delta\int_0^\Theta e^{-2\theta}\,\frac{e^\theta-e^{-\theta}}2\,d\theta
=\frac\Delta2\int_0^\Theta\left(e^{-\theta}-e^{-3\theta}\right)d\theta\nonumber\\
&=\frac\Delta2\left[(1-e^{-\Theta})-\frac{1-e^{-3\Theta}}3\right]
=\Delta\left[\frac13-\frac{e^{-\Theta}}2+\frac{e^{-3\Theta}}6\right].
\end{align}
Adding the part below the gap, and writing $w=eV/\Delta$, we obtain for $w\ge1$
\begin{equation}
F(w)\equiv\frac{eR}{\Delta}\left(I-\frac VR\right)
=\frac43-\frac{e^{-\Theta}}2+\frac{e^{-3\Theta}}6,\qquad
e^{-\Theta}=\frac1{w+\sqrt{w^2-1}} .
\label{F}
\end{equation}
As $w\to\infty$ both exponentials vanish and $F\to4/3$. Three quarters of the excess current come from energies below the gap and one quarter from above it. Integrating the numerically matched probabilities up to $2000\Delta$ gives $1.00000$ and $0.33321$ for the two parts. The tail beyond that limit, $\int_{2000}^\infty dw/4w^2=0.000125$, accounts for the difference from $1/3$.

For large $w$, $e^{-\Theta}=1/(2w)+O(w^{-3})$, so $F=4/3-1/(4w)+O(w^{-3})$, which is (\ref{result}).

\section{Reading the offset from data}

Two procedures give different numbers at finite bias. Subtracting $V/R$ with a known $R$ gives $F(w)$. Extending the tangent of the measured curve back to $V=0$ gives something else, because the slope has not yet reached $1/R$. In units of $\Delta/eR$ the current is $w+F$ and its slope is $1+A$, so the intercept is
\begin{equation}
w+F-w(1+A)=F-wA\simeq\frac43-\frac1{4w}-\frac1{4w}=\frac43-\frac1{2w}.
\end{equation}
At $w=5$ the two readings are $1.283$ and $1.232$, which lie $3.8\%$ and $7.6\%$ below $4/3$. When the other assumptions hold, fitting (\ref{F}) at moderate bias removes this error without a larger voltage.

For numerical work, the forms with $E+s$ and $w+\sqrt{w^2-1}$ in the denominator avoid subtracting nearly equal numbers. Just above the gap $\theta\simeq\sqrt{2(E/\Delta-1)}$, so $A$ falls from 1 with a square-root cusp. Integrating over $\theta$ instead of $E$ removes the cusp.

\section{Finite temperature}

Let N and S have Fermi functions $f_N$ and $f_S$ of zero-centred argument, possibly at different temperatures, and write $f_\mp=f_N(E\mp eV)$. States moving towards S at energy $E$ have occupation $f_-$. States moving away are filled in two ways. An incoming hole is an empty electron state at $-E$, present with probability $1-f_N(-E-eV)=f_+$, and is converted with probability $A$. Transmission from S contributes $(1-A)f_S$. Hence
\begin{equation}
I=\frac1{eR}\int_{-\infty}^{\infty}\left[f_--Af_+-(1-A)f_S(E)\right]dE .
\end{equation}
In the Andreev limit electrons and holes scatter alike, so $A(-E)=A(E)$. Now add the integrands at $E$ and $-E$. Using $f(-x)=1-f(x)$, the first terms give $f_-+1-f_+$, the second $-A(f_++1-f_-)$ and the third $-(1-A)$. The sum is $(1+A)(f_--f_+)$, and $f_S$ has dropped out. Moreover,
\begin{equation}
\int_0^\infty(f_--f_+)\,dE=\int_{-eV}^{eV}f_N(x)\,dx=eV ,
\end{equation}
because $f_N(x)+f_N(-x)=1$. The excess current is therefore
\begin{equation}
I-\frac VR=\frac1{eR}\int_0^\infty A\,(f_--f_+)\,dE .
\label{thermal}
\end{equation}
When $eV$ far exceeds both $\Delta$ and the thermal energy of N, $f_--f_+\to1$ wherever $A$ matters, and the limit is again $4\Delta/(3eR)$, now with the gap at the temperature of S. Thermal smearing leaves the high-bias limit unchanged; a reduced gap lowers it.

That gap follows from the BCS gap equation, which requires $\int d\xi\,\tanh(\varepsilon/2k_BT)/\varepsilon$, with $\varepsilon=\sqrt{\xi^2+\Delta^2}$, to keep its zero-temperature value. Writing $\tanh(\varepsilon/2k_BT)=1-2f(\varepsilon)$ and letting the cutoff go to infinity gives
\begin{equation}
\ln\frac{\Delta(0)}{\Delta(T)}=2\int_0^\infty\frac{f(\varepsilon)}{\varepsilon}\,d\xi .
\end{equation}

\section{Example: a point contact in InAs}

Consider a point contact with four open modes in an InAs two-dimensional electron gas, facing a region of the same gas covered by aluminium. Rough typical inputs are an induced gap of $0.20$ meV, a mass of $0.03\,m_0$ and a density of $5\times10^{11}$ cm$^{-2}$, which give a Fermi energy of $39.9$ meV. The bias is $1.0$ mV, so $w=5$. Then
\begin{align}
R&=\frac{h}{8e^2}=3226.6\ \Omega,\qquad
\frac{\Delta}{eR}=\frac{0.20\ {\rm mV}}{3226.6\ \Omega}=61.98\ {\rm nA},\\
I_{\rm exc}&=\tfrac43\times61.98\ {\rm nA}=82.6\ {\rm nA},\qquad
RI_{\rm exc}=0.267\ {\rm mV}.
\end{align}
At the working bias the ohmic part is $309.9$ nA and the excess is $1.283\times61.98=79.5$ nA, for a total of $389.4$ nA.

\section{What real contacts change}

\paragraph{Transparency.} A thin barrier at the interface adds a slope jump $2Zk_F\psi(0)$ to the matching conditions for each component $\psi$. The normal transparency becomes $\tau=1/(1+Z^2)$ and the normal resistance $R_N=R/\tau$. The same charge count then gives
\begin{equation}
\frac{eR_NI_{\rm exc}}{\Delta}=\frac1{\tau\Delta}\int_0^\infty(1+A-B-\tau)\,dE .
\end{equation}
Numerical matching yields $1.19$, $1.07$ and $0.85$ for $\tau=0.95$, $0.90$ and $0.80$, which is $10\%$, $20\%$ and $36\%$ below $4/3$. A gap inferred from the offset on the assumption $\tau=1$ would be too small by the same percentages. In the device considered here, a density difference between the covered and bare parts of the gas is one possible source of such reflection.

\paragraph{Slow modes and a warm normal side.} A mode with a longitudinal energy of $10$ meV on both sides of the interface, treated with the full dispersion and with the band bottoms of N and S aligned, changes the excess at the working bias by $-0.01\%$. Heating N to $1.0$ K, with the gap held fixed, changes it by $-0.12\%$. Both changes are small. A mode close to its opening threshold is more sensitive, because a voltage that drops abruptly at the contact also raises the band bottom of N by $eV$, so the velocities on the two sides no longer match. With this step included, the excess over the normal-state current at the same bias changes by about $-0.2\%$ for a mode at $10$ meV and by about $-10\%$ for one at $2$ meV. For an abrupt drop, the Andreev limit thus overestimates the excess current noticeably when the longitudinal energy is only twice $eV$, as in the second case. The effect comes from the abruptness: if the same drop is spread over about three wavelengths on the normal side, the change for the $2$ meV mode is only about $-0.3\%$, as with aligned bands. Which case a real contact is closer to depends on its potential profile.

\paragraph{Series resistance.} With a resistance $R_s$ in series, the contact sees $V-IR_s$. At high bias $I=(V-IR_s)/R+I_{\rm exc}$, and collecting the terms in $I$ gives
\begin{equation}
I=\frac{V}{R+R_s}+\frac{R}{R+R_s}\,I_{\rm exc}.
\end{equation}
For $R_s=300\ \Omega$ the apparent excess current falls to $75.6$ nA. Its product with the total resistance is still $4\Delta/3e$, so that product does not reveal $R_s$.

\paragraph{Heating of S.} Assume that the aluminium has the same gap as the gas it covers. Its BCS critical temperature is then $1.32$ K. With S at $0.3$, $0.6$ and $0.9$ K the high-bias excess current is $82.6$, $80.3$ and $69.7$ nA. The power carried into S by transmitted quasiparticles is
\begin{equation}
P_S=\frac1{e^2R}\int_\Delta^{eV}E\,(1-A)\,dE=0.142\ {\rm nW}
\end{equation}
at the working bias, out of a total $IV=0.389$ nW. Suppose that phonons remove this heat at the normal-state rate $\Sigma\Omega T^5$, where $\Omega$ is the aluminium volume, the phonons are cold and $\Sigma=3\times10^8$ W\,m$^{-3}$K$^{-5}$ is a rough value. Holding S at $0.6$ K then takes about $6\ \mu$m$^3$, or some $600\ \mu$m$^2$ of a $10$ nm film heated uniformly. At $0.9$ K about $80\ \mu$m$^2$ suffice, but the gap has by then shrunk by $16\%$. Pairing weakens the cooling. With the BCS density of states and coherence factors, and quasiparticles in thermal equilibrium among themselves, the rate is about $0.20$ of the normal one at $0.6$ K and $0.73$ at $0.9$ K, which raises the areas to about $3100$ and $110\ \mu$m$^2$. These areas assume uniform heating, but the heat enters at a point and must be conducted along the film, so the gap at the contact sees a higher temperature. A rough radial estimate for a sheet resistance of $2$ to $10\ \Omega$, neglecting phonon cooling on the way, puts the film at the contact $0.1$ to $0.3$ K above a rim held at $0.6$ K some $30\ \mu$m away. Since $P_S$ approaches $V^2/2R$ at high bias, raising $V$ to reach the asymptote can reduce the very offset being measured.

\paragraph{Comparison with devices.} How much each effect matters depends on the device. In the cases evaluated here, transparencies from $0.95$ to $0.80$ lower $eR_NI_{\rm exc}/\Delta$ by $10\%$ to $36\%$, heating S to $0.9$ K lowers the excess current by $16\%$, and $300\ \Omega$ in series lowers its apparent value by $8.5\%$. The calculation also treats the induced pairing as a pair potential that does not depend on energy, which presumes strong coupling between the electron gas and the aluminium. With weaker coupling $A(E)$ has a different shape, and the factor $4/3$ multiplying the induced gap is no longer justified. The same holds for a diffusive contact, whose modes do not all have unit transparency. The numerical output below lists most of the values used here.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (rough typical values)
open modes: 4
induced gap: 0.20 meV
working bias: 1.00 mV, eV/gap = 5.0
InAs mass: 0.030 m0, density: 5.0e+11 cm^-2
Fermi energy of the electron gas: 39.9 meV
ANDREEV PROBABILITY from matched waves
E/gap =  0.05: A = 1.00000
E/gap =  0.50: A = 1.00000
E/gap =  0.95: A = 1.00000
E/gap =  1.05: A = 0.53267
E/gap =  1.50: A = 0.14590
E/gap =  3.00: A = 0.02944
E/gap = 10.00: A = 0.00251
EXCESS CURRENT in units of gap/(eR)
part below the gap: 1.00000
part above the gap, up to E/gap = 2000: 0.33321
sum: 1.33321; limit 4/3 = 1.33333
I - V/R at eV/gap =  1.0: 1.0000
I - V/R at eV/gap =  2.0: 1.2026
I - V/R at eV/gap =  5.0: 1.2830
I - V/R at eV/gap = 10.0: 1.3083
tangent intercept at eV/gap = 5.0: 1.2320
EXAMPLE
normal resistance R: 3226.6 ohm
gap/(eR): 61.98 nA
high-bias excess current: 82.65 nA
product R*I_exc: 0.2667 mV
I - V/R at working bias: 79.53 nA
V/R at working bias: 309.92 nA
total current at working bias: 389.45 nA
NEGLECTED EFFECTS
transparency 0.95: eR_N*I_exc/gap = 1.194
transparency 0.90: eR_N*I_exc/gap = 1.069
transparency 0.80: eR_N*I_exc/gap = 0.852
slow mode, 10 meV: change at working bias -0.01 %
N side at 1.0 K: change at working bias -0.12 %
BCS critical temperature for this gap: 1.316 K
S at 0.3 K: gap ratio 0.9996, I_exc = 82.61 nA
S at 0.6 K: gap ratio 0.9716, I_exc = 80.30 nA
S at 0.9 K: gap ratio 0.8436, I_exc = 69.72 nA
series resistance 300 ohm: I_exc = 75.61 nA
total power at working bias: 0.389 nW
power entering S: 0.142 nW
rough Al cooling coefficient: 3.0e+08 W m^-3 K^-5
Al to hold S at 0.6 K: 6.11 um^3, 611 um^2 of 10 nm film
Al to hold S at 0.9 K: 0.80 um^3, 80 um^2 of 10 nm film
\end{verbatim}
